# Energy and contraction of the Dirac 1s state at Z = 80

## Problem

One electron is bound to a nucleus of charge $Ze$. The nucleus is treated as a fixed point, so the potential energy, in Gaussian units, is

$$V(r)=-\frac{Ze^2}{r}.$$

In the Schrödinger theory the ground state is proportional to $e^{-Zr/a_0}$, with the Bohr radius $a_0=\hbar^2/(me^2)$. Its energy is $-Z^2e^2/(2a_0)$. For large $Z$ the electron is fast and the Dirac equation is needed:

$$\left[c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(r)\right]\psi=E\psi,\qquad \mathbf p=-i\hbar\nabla .$$

Here $E$ includes the rest energy $mc^2$. The matrices are, in two-by-two blocks,

$$\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\qquad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},$$

where $\boldsymbol\sigma$ stands for the three Pauli matrices.

(a) Show that the Dirac equation has a bound state whose radial functions, multiplied by $r$, are both of the form $r^\nu e^{-\lambda r}$. Find $\nu$, $\lambda$ and $E$, and show that the state becomes the Schrödinger 1s state when relativity is weak.

(b) Find the mean radius $\langle r\rangle$.

(c) For $Z=80$, by what fraction is the mean radius smaller than in the Schrödinger theory?

The strength of the relativistic effects is measured by

$$\zeta=Z\alpha,\qquad \alpha=\frac{e^2}{\hbar c}\approx\frac{1}{137.036}.$$

The symbol $\alpha$ without an arrow or bold type is this number, not a matrix. We assume $\zeta<1$.

## First estimate by scaling

Suppose that the electron occupies a region of size $R$. Its momentum is then of order $\hbar/R$. We take $p=\hbar/R$ and use the relativistic energy of a free particle for the rest and kinetic energy:

$$E(R)=\sqrt{m^2c^4+\frac{\hbar^2c^2}{R^2}}-\frac{Ze^2}{R}.$$

With the dimensionless momentum $q=\hbar/(mcR)$, the potential term is $Ze^2/R=\zeta\hbar c/R=\zeta q\,mc^2$, so

$$\frac{E}{mc^2}=\sqrt{1+q^2}-\zeta q .$$

The derivative with respect to $q$ vanishes when

$$\frac{q}{\sqrt{1+q^2}}=\zeta .$$

Squaring gives $q^2=\zeta^2(1+q^2)$, hence $q=\zeta/\sqrt{1-\zeta^2}$. The second derivative, $(1+q^2)^{-3/2}$, is positive, so this is a minimum. Define

$$\gamma=\sqrt{1-\zeta^2}.$$

Then $q=\zeta/\gamma$ and $\sqrt{1+q^2}=\sqrt{(\gamma^2+\zeta^2)/\gamma^2}=1/\gamma$. The estimates are

$$\frac{E_{\rm est}}{mc^2}=\frac1\gamma-\frac{\zeta^2}{\gamma}=\frac{1-\zeta^2}{\gamma}=\gamma,$$

$$R_{\rm est}=\frac{\hbar}{mcq}=\gamma\,\frac{\hbar}{mc\,\zeta}=\gamma\,\frac{a_0}{Z}.$$

The last step uses $\hbar/(mc\alpha)=\hbar^2/(me^2)=a_0$.

The same argument with the kinetic energy $p^2/2m$ gives $R=a_0/Z$. The estimated contraction is therefore $1-\gamma$. For $Z=80$,

$$\zeta=\frac{80}{137.036}=0.5838,\qquad \gamma=\sqrt{1-0.3408}=0.8119,$$

and the electron should be about 19 percent closer to the nucleus.

The factor 1 in $p=\hbar/R$ was a choice. With $p=\eta\hbar/R$ the same minimization would give $E=mc^2\sqrt{1-\zeta^2/\eta^2}$. The choice $\eta=1$ reproduces the Schrödinger energy for small $\zeta$, but nothing in the argument guarantees that it is right for large $\zeta$. Nor does the argument say which measure of size $R$ represents. Both questions require the wave function.

## Exact solution

### The radial equations

The upper two components of the 1s state should become a spherically symmetric function times a constant spin state when $\zeta$ is small. We therefore try

$$\psi=\begin{pmatrix} g(r)\,\chi\\ i f(r)\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\,\chi\end{pmatrix},$$

with a constant, normalized two-component spinor $\chi$ and $\hat{\mathbf r}=\mathbf r/r$. The form of the lower part is suggested by the operator that couples the two parts, since for a function of $r$ alone

$$(\boldsymbol\sigma\cdot\nabla)g=g'\,\boldsymbol\sigma\cdot\hat{\mathbf r}.$$

We also need the action of $\boldsymbol\sigma\cdot\nabla$ on the lower part. Write $f\hat{\mathbf r}=h\mathbf r$ with $h=f/r$. Then

$$\partial_i(h x_j)=h'\frac{x_ix_j}{r}+h\,\delta_{ij},$$

which is symmetric in $i$ and $j$. In the product $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ the antisymmetric second term therefore drops out of the sum, and the first term leaves the trace:

$$(\boldsymbol\sigma\cdot\nabla)(\boldsymbol\sigma\cdot\hat{\mathbf r}\,f)=rh'+3h=\left(f'-\frac fr\right)+\frac{3f}{r}=f'+\frac{2f}{r}.$$

In the upper half of the Dirac equation the factors combine as $c(-i\hbar)(i)=\hbar c$:

$$\hbar c\left(f'+\frac{2f}{r}\right)=(E-mc^2-V)\,g .$$

The lower half reads

$$-i\hbar c\,g'\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi=(E+mc^2-V)\,i f\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi .$$

Since $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$, the spinor $(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi$ is not zero, and its coefficients must agree:

$$-\hbar c\,g'=(E+mc^2-V)\,f .$$

Now set $G=rg$ and $F=rf$. Then $g'=(G'-G/r)/r$ and $f'+2f/r=(F'+F/r)/r$. Multiplying both equations by $r$ gives

$$-\hbar c\left(G'-\frac Gr\right)=(E+mc^2-V)\,F,$$

$$\hbar c\left(F'+\frac Fr\right)=(E-mc^2-V)\,G .$$

### The power, the decay constant and the energy

Insert

$$G=A\,r^{\nu}e^{-\lambda r},\qquad F=B\,r^{\nu}e^{-\lambda r}.$$

Each derivative multiplies the function by $\nu/r-\lambda$. After division by $\hbar c\,r^\nu e^{-\lambda r}$, and with $-V/(\hbar c)=\zeta/r$, the equations become

$$\left(\frac{1-\nu}{r}+\lambda\right)A=\left(\frac{E+mc^2}{\hbar c}+\frac{\zeta}{r}\right)B,$$

$$\left(\frac{1+\nu}{r}-\lambda\right)B=\left(\frac{E-mc^2}{\hbar c}+\frac{\zeta}{r}\right)A .$$

They must hold at every $r$, so the terms in $1/r$ and the constant terms balance separately.

The terms in $1/r$ give

$$(1-\nu)A=\zeta B,\qquad (1+\nu)B=\zeta A .$$

If one of $A$ and $B$ were zero, the other would be zero too. Hence $AB\neq0$, and multiplying the two equations gives $1-\nu^2=\zeta^2$, that is, $\nu=\pm\gamma$.

The radial probability density is found from $\psi^\dagger\psi=g^2+f^2$, where $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$ has been used again. Multiplied by the area $4\pi r^2$, it is $4\pi(G^2+F^2)$, which is proportional to $r^{2\nu}e^{-2\lambda r}$. For $\nu=-\gamma$ it behaves as $r^{-2\gamma}$ near the origin, and its integral diverges if $2\gamma\ge1$. For $Z=80$ we have $2\gamma=1.62$, so this root is excluded. The condition $2\gamma=1$ means $\zeta=\sqrt3/2$, or $Z\approx118.7$. Above that charge normalization alone no longer decides, and a further condition at the origin is needed to select $\nu=+\gamma$. With the positive root,

$$\frac BA=\frac{\zeta}{1+\gamma}.$$

The constant terms give

$$\hbar c\lambda A=(mc^2+E)B,\qquad \hbar c\lambda B=(mc^2-E)A .$$

Dividing the second by the first and multiplying by $B/A$,

$$\left(\frac BA\right)^2=\frac{mc^2-E}{mc^2+E}.$$

The ratio already found gives, with $\zeta^2=(1-\gamma)(1+\gamma)$,

$$\left(\frac BA\right)^2=\frac{\zeta^2}{(1+\gamma)^2}=\frac{1-\gamma}{1+\gamma}.$$

Equating the two expressions, $(1+\gamma)(mc^2-E)=(1-\gamma)(mc^2+E)$. The terms in $E$ add up to $2E$ and the terms in $mc^2$ to $2\gamma mc^2$, so

$$E=\gamma mc^2 .$$

The first constant-term equation then fixes the decay constant:

$$\lambda=\frac{mc^2(1+\gamma)}{\hbar c}\,\frac{\zeta}{1+\gamma}=\frac{mc\,\zeta}{\hbar}=\frac{Z}{a_0}.$$

It is positive, so the state is bound. If $r$ is measured in bohr, the common function is $r^\gamma e^{-Zr}$. This is $r$ times the radial function. The radial functions $g$ and $f$ themselves vary as $r^{\gamma-1}e^{-Zr/a_0}$ and diverge weakly at the point nucleus, although the state is normalizable.

For small $\zeta$, $\gamma\approx1-\zeta^2/2$ and $B/A\approx\zeta/2$. The lower part disappears in the limit, $g$ becomes proportional to $e^{-Zr/a_0}$, and

$$E-mc^2\approx-\frac{\zeta^2mc^2}{2}=-\frac{Z^2e^2}{2a_0}.$$

This is the Schrödinger 1s state, which completes part (a).

### The mean radius

The normalized average is

$$\langle r\rangle=\frac{\int_0^\infty r^{2\gamma+1}e^{-2\lambda r}\,dr}{\int_0^\infty r^{2\gamma}e^{-2\lambda r}\,dr}.$$

Integrate the numerator by parts, integrating the exponential and differentiating the power. The boundary term $-r^{2\gamma+1}e^{-2\lambda r}/(2\lambda)$ vanishes at both ends, and

$$\int_0^\infty r^{2\gamma+1}e^{-2\lambda r}\,dr=\frac{2\gamma+1}{2\lambda}\int_0^\infty r^{2\gamma}e^{-2\lambda r}\,dr .$$

With $\lambda=Z/a_0$ this answers part (b):

$$\langle r\rangle=\frac{2\gamma+1}{2Z}\,a_0 .$$

The Schrödinger density is proportional to $r^2e^{-2Zr/a_0}$. It has the same form with $\gamma$ replaced by 1, so its mean radius is $3a_0/(2Z)$. The fractional contraction is

$$1-\frac{2\gamma+1}{3}=\frac{2(1-\gamma)}{3}.$$

### Numbers for Z = 80

The mean radii are

$$\langle r\rangle=\frac{2(0.8119)+1}{160}\,a_0=0.01640\,a_0,\qquad \langle r\rangle_{\rm S}=\frac{3}{160}\,a_0=0.01875\,a_0,$$

where the subscript S marks the Schrödinger value. With $a_0=52.918$ pm they are 0.868 pm and 0.992 pm. Their ratio is 0.8746, so the answer to part (c) is a contraction of 12.5 percent.

With $mc^2=511.0$ keV, the energy is $E=0.8119\,mc^2=414.9$ keV. The binding energy is $(1-\gamma)mc^2=96.1$ keV, compared with $\zeta^2mc^2/2=87.1$ keV in the Schrödinger theory. Relativity raises it by about 10 percent of the Schrödinger value.

The lower components carry the fraction

$$\frac{B^2}{A^2+B^2}=\frac{(1-\gamma)/(1+\gamma)}{1+(1-\gamma)/(1+\gamma)}=\frac{1-\gamma}{2}$$

of the probability, which is 9.4 percent here.

## Comparison of the estimate with the exact solution

The estimated energy agrees with the exact one for every $\zeta<1$. The choice $\eta=1$, fixed by the weak-field limit, thus turns out to be right for strong fields as well. The exact solution shows this; the scaling argument could not.

The estimated contraction of 19 percent, however, is larger than the 12.5 percent found for the mean radius. To see what $R_{\rm est}$ represents, find the maximum of the radial density $r^{2\gamma}e^{-2Zr/a_0}$. Its logarithmic derivative vanishes when

$$\frac{2\gamma}{r}-\frac{2Z}{a_0}=0,\qquad r_{\rm max}=\gamma\,\frac{a_0}{Z}.$$

The estimate therefore coincides with the most probable radius. For $Z=80$ this is $0.01015\,a_0$, compared with $0.01250\,a_0$ in the Schrödinger theory, a contraction of 18.8 percent.

The mean radius can be written as $\langle r\rangle=(\gamma+\tfrac12)a_0/Z$. It lies outside the most probable radius by $a_0/(2Z)$, a distance that does not depend on $\gamma$. Relativity thus moves both radii inward by the same length, $(1-\gamma)a_0/Z=0.00235\,a_0$. The fractions differ because this length is compared with $a_0/Z$ in one case and with $\tfrac32a_0/Z$ in the other. A stated contraction has a definite meaning once the measure of size is named.

The exact solution also shows where the contraction comes from. The exponential is the same in both theories. The Dirac density differs from the Schrödinger density by the factor $r^{2\gamma-2}$, apart from normalization. This factor decreases with $r$ and shifts probability toward the nucleus.

It may seem odd that a more tightly bound electron has the same decay constant. Multiplying the two constant-term equations gives $(\hbar c\lambda)^2=(mc^2)^2-E^2$. In terms of the binding energy $W=mc^2-E$,

$$\hbar^2\lambda^2=2mW-\frac{W^2}{c^2}.$$

The Schrödinger relation has the first term alone. For this state, the increase of $W$ is compensated by the second term.

For small $\zeta$ the contraction of the mean radius is approximately $\zeta^2/3$. At $Z=80$ this gives 11.4 percent. Since $\zeta^2/3=(1-\gamma)(1+\gamma)/3$, its ratio to the exact contraction is $(1+\gamma)/2$, and it is too small by 9.4 percent of the exact value.

In the opposite limit, $\zeta\to1$, the energy $E$ and the most probable radius, in units of $a_0/Z$, tend to zero, while the mean radius tends to one third of its Schrödinger value. For $\zeta>1$ the power $\nu$ is imaginary and the solution found here no longer applies. The scaling estimate fails at the same place: the derivative $q/\sqrt{1+q^2}-\zeta$ is then negative for all $q$, and $E(R)$ has no minimum.

All these results belong to a single electron and a fixed point nucleus. A real nucleus has a finite size, which removes the divergence of $g$ and $f$ at the origin, and in a neutral atom the other electrons also act on the 1s electron. Neither effect is included in the 12.5 percent.

Numbers in the example were calculated in double precision.
